**Displacement-to-ion current ratio of a 500 V argon rf sheath**

The program tests \(J_1/J_i=(\omega/\omega_{pi})\{\tfrac43[(1+2V/T)^{1/2}-1]\}^{1/2}\) and the simpler estimate \(1.26\,(\omega/\omega_{pi})(V/T)^{1/4}\). Here \(J_1\) is the displacement current amplitude, \(J_i\) the mean ion current, \(V\) the mean sheath voltage, \(T\) the electron temperature in volts, \(\omega\) the angular rf frequency and \(\omega_{pi}\) the ion plasma frequency at the sheath edge. It asserts that Child's thickness agrees with direct integration of the static sheath within 12% for the example and within 1% at \(V/T=10^5\). It also asserts that the closed forms for the drive and maximum thickness agree with a numerical solution using the phase-averaged field, within 0.1% and 0.2%. Ions followed through the oscillating field must reproduce the predicted transit time within 5% and the mean impact energy within 10%. The output gives ratios of 23.8 for the fixed capacitor and 25.3 for the moving edge. The displacement current is about 12 times the estimated conduction fundamental, although the electron pulse exceeds it for about 9% of the cycle. The collision and secondary-electron figures are rough size estimates and are not asserted.

## Verification by program

```python
"""
Result under test: in a high-voltage rf sheath whose ions feel the mean field,
  J_disp/J_ion ~ 1.26 (w/w_pi) (V/T)^(1/4)           (fixed Child sheath)
  J_disp/J_ion = (w/w_pi) sqrt(4/3 (sqrt(1+2V/T)-1))  (moving electron edge)
V: mean sheath drop, T: electron temperature in volts, w: angular rf frequency,
w_pi: ion plasma frequency at the sheath edge. J_disp is an amplitude and
J_ion a mean. Scaled units: length Debye length, speed Bohm speed,
time 1/w_pi, voltage T, charge per area e*n*Debye length.
a: amplitude of the swept charge per area in scaled units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

# Inputs
V_MEAN = 500.0            # V
FREQ = 13.56e6            # Hz
N_EDGE = 6e15             # m^-3
T_E = 3.0                 # eV, assumed
MASS_U = 39.95            # argon, atomic mass units
P_MTORR = 5.0             # rough typical pressure
T_GAS = 300.0             # K
SIGMA = 1e-18             # m^2, rough ion-neutral cross-section
YIELD = 0.1               # rough secondary electron yield

e, eps0, m_e = const.e, const.epsilon_0, const.m_e
M = MASS_U * const.atomic_mass
omega = 2 * np.pi * FREQ
debye = np.sqrt(eps0 * T_E / (e * N_EDGE))
bohm = np.sqrt(e * T_E / M)
w_pi = np.sqrt(N_EDGE * e**2 / (eps0 * M))
w_pe = np.sqrt(N_EDGE * e**2 / (eps0 * m_e))
W = omega / w_pi
drop = V_MEAN / T_E


# Static sheath: integrate Poisson's equation and ion motion
def static_thickness(voltage, drag=0.0):
    def rhs(x, y):
        speed, field, potential = y
        return [field / speed - drag * speed, 1 / speed, field]

    def at_wall(x, y):
        return y[2] - voltage
    at_wall.terminal = True
    sol = solve_ivp(rhs, (0, 1e6), [1.0, 0.0, 0.0], events=at_wall,
                    rtol=1e-8, atol=1e-10)
    return sol.t_events[0][0]


def child_thickness(voltage):
    return np.sqrt(2) / 3 * (2 * voltage)**0.75


J_ion = e * N_EDGE * bohm
s_child = np.sqrt(4 / 9 * eps0 * np.sqrt(2 * e / M) * V_MEAN**1.5 / J_ion)
J_simple = omega * eps0 * V_MEAN / s_child
ratio_simple = J_simple / J_ion
prefactor = 3 / 2**1.25
assert abs(ratio_simple / (prefactor * W * drop**0.25) - 1) < 1e-9
s_static = static_thickness(drop)
# Child's law drops the ion speed at the edge: error falls as voltage rises
assert abs(s_static / child_thickness(drop) - 1) < 0.12
assert abs(static_thickness(1e5) / child_thickness(1e5) - 1) < 0.01

# Moving-edge sheath: average the instantaneous field over sampled phases
N_PHASE = 720
phase = (np.arange(N_PHASE) + 0.5) * 2 * np.pi / N_PHASE
swept = 1 - np.cos(phase)


def rf_profile(a):
    def rhs(q, y):
        speed = np.sqrt(1 + 2 * y[0])
        mean_field = np.maximum(0, q - a * swept).mean()
        return [speed * mean_field, speed]
    q = np.linspace(0, 2 * a, 1201)
    sol = solve_ivp(rhs, (0, 2 * a), [0.0, 0.0], t_eval=q,
                    rtol=1e-6, atol=1e-9, max_step=a / 50)
    return q, sol.y[0], sol.y[1]


def rf_waveform(a):
    q, potential, x = rf_profile(a)
    field = np.maximum(0, q[None, :] - a * swept[:, None])
    return trapezoid(field * np.sqrt(1 + 2 * potential), q, axis=1)


def first_harmonic(wave):
    return 2 * np.mean(wave * np.cos(phase))


def closed_a(voltage):
    return np.sqrt(4 / 3 * (np.sqrt(1 + 2 * voltage) - 1))


a_num = brentq(lambda a: rf_profile(a)[1][-1] - drop, 1, 10, xtol=1e-7)
a_rf = closed_a(drop)
assert abs(a_num / a_rf - 1) < 1e-3
q_grid, pot_grid, x_grid = rf_profile(a_num)
s_max = a_rf * (2 + 5 * a_rf**2 / 12)
assert abs(x_grid[-1] / s_max - 1) < 2e-3
wave = rf_waveform(a_num)
# Mean of the instantaneous voltage must equal the drop of the mean field
assert abs(wave.mean() / drop - 1) < 2e-3
ratio_rf = W * a_rf
J_rf = ratio_rf * J_ion
V_fund = T_E * first_harmonic(wave)
V_peak = T_E * wave.max()
assert abs(ratio_simple / ratio_rf - 1) < 0.15

# Other readings of the stated voltage
a_peak = brentq(lambda a: rf_waveform(a).max() - drop, 1, 10, xtol=1e-5)
a_amp = brentq(lambda a: first_harmonic(rf_waveform(a)) - drop, 1, 10,
               xtol=1e-5)


# Follow ions through the oscillating field, without averaging it
def follow_ions(count=400, dt=0.01):
    start = (np.arange(count) + 0.5) * 2 * np.pi / count
    wall = x_grid[-1]
    x, v = np.zeros(count), np.ones(count)
    arrival, impact = np.full(count, np.nan), np.full(count, np.nan)

    def push(pos, t):
        uncovered = np.interp(pos, x_grid, q_grid)
        return np.maximum(0, uncovered - a_num * (1 - np.cos(start + W * t)))

    for step in range(5000):
        t = step * dt
        k1x, k1v = v, push(x, t)
        k2x, k2v = v + dt / 2 * k1v, push(x + dt / 2 * k1x, t + dt / 2)
        k3x, k3v = v + dt / 2 * k2v, push(x + dt / 2 * k2x, t + dt / 2)
        k4x, k4v = v + dt * k3v, push(x + dt * k3x, t + dt)
        new_x = x + dt / 6 * (k1x + 2 * k2x + 2 * k3x + k4x)
        new_v = v + dt / 6 * (k1v + 2 * k2v + 2 * k3v + k4v)
        hit = np.isnan(arrival) & (new_x >= wall)
        part = (wall - x[hit]) / (new_x[hit] - x[hit])
        arrival[hit] = t + part * dt
        impact[hit] = v[hit] + part * (new_v[hit] - v[hit])
        x, v = new_x, new_v
        if not np.isnan(arrival).any():
            break
    assert not np.isnan(arrival).any()
    harmonic = 2 * abs(np.mean(np.exp(1j * (start + W * arrival))))
    return arrival, T_E / 2 * impact**2, harmonic


transit, energy, ion_harm = follow_ions()
periods = transit.mean() * W / (2 * np.pi)
# Finite ion inertia leaves small departures from the mean-field picture
assert abs(periods / (ratio_rf / np.pi) - 1) < 0.05
assert abs(energy.mean() / (V_MEAN + T_E / 2) - 1) < 0.10

# Electron pulse at collapse, with mean equal to the ion current
boltz = np.exp(-wave)
pulse = boltz / boltz.mean()
V_floor = T_E * np.log(np.sqrt(M / (2 * np.pi * m_e)) * boltz.mean())
electron_harm = abs(first_harmonic(pulse))
pulse_share = np.mean(pulse > ratio_rf * np.abs(np.sin(phase)))
conduction = electron_harm + ion_harm
power_ratio = J_ion * V_MEAN / (0.5 * J_rf * V_fund)
assert ratio_rf / conduction > 5 and power_ratio < 0.2
assert W > 1 and omega / w_pe < 0.1

# Size of collisions: quadratic drag in the static sheath
gas_density = P_MTORR * 1e-3 * const.torr / (const.k * T_GAS)
free_path = 1 / (gas_density * SIGMA)
s_drag = static_thickness(drop, np.pi * debye / (2 * free_path))
ratio_drag = ratio_rf * s_static / s_drag


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Mean sheath voltage", V_MEAN, "V")
show("Frequency", FREQ / 1e6, "MHz", 4)
show("Edge density", N_EDGE, "m^-3")
show("Edge density, converted", N_EDGE / 1e6, "cm^-3")
show("Electron temperature, assumed", T_E, "eV")
show("Argon mass", MASS_U, "u", 4)
show("Voltage over electron temperature", drop, "", 4)
show("Debye length", debye * 1e3, "mm")
show("Bohm speed", bohm / 1e3, "km/s")
show("Angular rf frequency", omega, "rad/s")
show("Ion plasma frequency", w_pi, "rad/s")
show("omega/omega_pi", W)
show("omega/omega_pe", omega / w_pe)
show("Ion current density", J_ion * 0.1, "mA/cm2")
show("Child sheath thickness", s_child * 1e3, "mm")
show("Static thickness with edge speed", s_static * debye * 1e3, "mm")
show("Simple displacement amplitude", J_simple * 0.1, "mA/cm2")
show("Prefactor of simple ratio", prefactor, "", 4)
show("SIMPLE RATIO J_disp/J_ion", ratio_simple)
show("Scaled swept charge a, closed form", a_rf, "", 5)
show("Scaled swept charge a, numerical", a_num, "", 5)
show("Moving-edge displacement amplitude", J_rf * 0.1, "mA/cm2")
show("MOVING-EDGE RATIO J_disp/J_ion", ratio_rf)
show("Maximum moving-edge thickness", s_max * debye * 1e3, "mm")
show("Fundamental voltage amplitude", V_fund, "V")
show("Peak sheath voltage", V_peak, "V", 4)
show("Ratio if 500 V is the fundamental amplitude", W * a_amp)
show("Ratio if 500 V is the peak", W * a_peak)
show("Ion transit, followed ions", periods, "rf periods")
show("Ion transit, ratio/pi", ratio_rf / np.pi, "rf periods")
show("Mean ion impact energy", energy.mean(), "eV")
show("Lowest ion impact energy", energy.min(), "eV")
show("Highest ion impact energy", energy.max(), "eV")
show("Ion-current fundamental / J_ion", ion_harm)
show("Electron-current fundamental / J_ion", electron_harm)
show("Electron pulse peak / J_ion", pulse.max())
show("Cycle share with pulse above displacement", 100 * pulse_share, "%")
show("Floor voltage at collapse", V_floor, "V")
show("Displacement / summed conduction fundamentals", ratio_rf / conduction)
show("Displacement / upper bound 4 J_ion", ratio_rf / 4)
show("Ion power / apparent power", power_ratio)
for temp in (2.0, 5.0):
    show(f"Moving-edge ratio at {temp:g} eV", W * closed_a(V_MEAN / temp))
show("Gas pressure, rough", P_MTORR, "mTorr")
show("Gas temperature", T_GAS, "K")
show("Ion-neutral cross-section, rough", SIGMA, "m^2")
show("Ion mean free path", free_path * 1e3, "mm")
show("Static thickness with drag", s_drag * debye * 1e3, "mm")
show("Ratio rescaled for drag", ratio_drag)
show("Secondary electron yield, rough", YIELD)
show("Ratio to ion plus secondary current", ratio_rf / (1 + YIELD))
print("verified")
```

It prints:

```
Mean sheath voltage: 500 V
Frequency: 13.56 MHz
Edge density: 6e+15 m^-3
Edge density, converted: 6e+09 cm^-3
Electron temperature, assumed: 3 eV
Argon mass: 39.95 u
Voltage over electron temperature: 166.7
Debye length: 0.166 mm
Bohm speed: 2.69 km/s
Angular rf frequency: 8.52e+07 rad/s
Ion plasma frequency: 1.62e+07 rad/s
omega/omega_pi: 5.26
omega/omega_pe: 0.0195
Ion current density: 0.259 mA/cm2
Child sheath thickness: 6.11 mm
Static thickness with edge speed: 6.61 mm
Simple displacement amplitude: 6.17 mA/cm2
Prefactor of simple ratio: 1.261
SIMPLE RATIO J_disp/J_ion: 23.8
Scaled swept charge a, closed form: 4.8007
Scaled swept charge a, numerical: 4.8007
Moving-edge displacement amplitude: 6.54 mA/cm2
MOVING-EDGE RATIO J_disp/J_ion: 25.3
Maximum moving-edge thickness: 9.26 mm
Fundamental voltage amplitude: 611 V
Peak sheath voltage: 1176 V
Ratio if 500 V is the fundamental amplitude: 24
Ratio if 500 V is the peak: 20.1
Ion transit, followed ions: 8.06 rf periods
Ion transit, ratio/pi: 8.04 rf periods
Mean ion impact energy: 505 eV
Lowest ion impact energy: 452 eV
Highest ion impact energy: 552 eV
Ion-current fundamental / J_ion: 0.125
Electron-current fundamental / J_ion: 1.95
Electron pulse peak / J_ion: 9.21
Cycle share with pulse above displacement: 8.89 %
Floor voltage at collapse: 7.37 V
Displacement / summed conduction fundamentals: 12.2
Displacement / upper bound 4 J_ion: 6.31
Ion power / apparent power: 0.0648
Moving-edge ratio at 2 eV: 28.1
Moving-edge ratio at 5 eV: 22.1
Gas pressure, rough: 5 mTorr
Gas temperature: 300 K
Ion-neutral cross-section, rough: 1e-18 m^2
Ion mean free path: 6.21 mm
Static thickness with drag: 6.17 mm
Ratio rescaled for drag: 27.1
Secondary electron yield, rough: 0.1
Ratio to ion plus secondary current: 23
verified
```
